# The squared 3j symbol with zero projections at large angular momenta

A linear rotor with large angular momentum $j$ sits in a weak anisotropic potential $V P_\lambda(\cos\theta)$, where $\theta$ is the angle between the rotor axis and the $z$ axis and $P_\lambda$ is a Legendre polynomial. The potential couples the state $|j\,0\rangle$ to states $|j'\,0\rangle$. With $Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l(\cos\theta)$, $x=\cos\theta$, and the azimuthal integral giving $2\pi$, the coupling is

$$\langle j'0|VP_\lambda|j0\rangle = V\sqrt{(2j+1)(2j'+1)}\;I(j,\lambda,j'),\qquad I(l_1,l_2,l_3)=\frac12\int_{-1}^{1}P_{l_1}P_{l_2}P_{l_3}\,dx .$$

The integral $I$ will turn out to equal the squared $3j$ symbol

$$W=\begin{pmatrix} l_1&l_2&l_3\\0&0&0\end{pmatrix}^2=\frac{\langle l_10\,l_20|l_30\rangle^2}{2l_3+1},$$

where the second form is the definition of the $3j$ symbol through the Clebsch–Gordan coefficient; the phase convention drops out of the square. For large quantum numbers one wants the size of $W$ without factorials, and the error of the simple formula. Angular momenta are measured in units of $\hbar$. The $l_i$ are non-negative integers that obey the triangle rule, and $L_i=l_i+\tfrac12$.

## The rough argument

The number $(2l_3+1)W$ is the probability that two angular momenta in the product state $|l_10\rangle|l_20\rangle$ have total angular momentum $l_3$. Classically, $m=0$ means that each vector lies in the $xy$ plane. A state of definite $L_z$ is unchanged, up to a phase, by a rotation about $z$, and this holds for each factor separately, so the two azimuths are independent and uniform. The angle $\varphi$ between the vectors, folded into $[0,\pi]$, then has density $1/\pi$. The lengths are taken to be $L_1$ and $L_2$. At this level that is a guess, suggested by $l(l+1)=(l+\tfrac12)^2-\tfrac14$. The length of the sum obeys

$$L_3^2=L_1^2+L_2^2+2L_1L_2\cos\varphi,\qquad L_3\,dL_3=-L_1L_2\sin\varphi\,d\varphi .$$

The triangle with sides $L_1,L_2,L_3$ has area $A=\tfrac12L_1L_2\sin\varphi$, because its interior angle between the first two sides is $\pi-\varphi$. The density of $L_3$ is therefore

$$\rho(L_3)=\frac1\pi\left|\frac{d\varphi}{dL_3}\right|=\frac{L_3}{\pi L_1L_2\sin\varphi}=\frac{L_3}{2\pi A}.$$

One quantum fact must be added. A rotation by $\pi$ about $y$ sends $\cos\theta\to-\cos\theta$ and multiplies any state $|l\,0\rangle$ by $(-1)^l$. The product state acquires $(-1)^{l_1+l_2}$ and its component $|l_30\rangle$ acquires $(-1)^{l_3}$, so only even sums $l_1+l_2+l_3$ occur. The allowed $l_3$ are spaced by 2, and each collects the probability $2\rho=2L_3/(2\pi A)=(2l_3+1)/(2\pi A)$. Dividing by $2l_3+1$,

$$W\approx\frac{1}{2\pi A}\quad(\text{even sum}),\qquad W=0\quad(\text{odd sum}).$$

Both sides go to zero as the $l_i$ grow, so the claim has content only for the ratio $R=2\pi A\,W$. The argument also shows where to expect trouble. The classical range of $L_3$ ends where the triangle flattens, at $L_3=L_1+L_2$ and $L_3=|L_1-L_2|$. The density $\rho$ diverges at both ends, except at the lower one when $L_1=L_2$, where $\rho=1/[\pi L_1\sin(\varphi/2)]$ tends to the finite value $1/(\pi L_1)$. Replacing a probability by "density times spacing" needs a density that changes little over the spacing, and an interval of width 2 around $L_3$ that does not reach past the end of the classical range. The second requirement fails for $l_3=0$ with $l_1=l_2$, although the density is flat there. Large $l_i$ alone cannot be the right condition.

## The symbol as an integral of three Legendre polynomials

Let $\mathcal R=e^{-i\beta L_y}$ rotate about $y$. The rotated function is $Y_{l0}(\mathcal R^{-1}\mathbf n)=\sum_m Y_{lm}(\mathbf n)\,d^l_{m0}(\beta)$. Put $\mathbf n=\hat z$. There $Y_{lm}$ vanishes for $m\ne0$, since its factor $e^{im\phi}$ has no unique value at the pole, and $Y_{l0}=\sqrt{(2l+1)/4\pi}$ because $P_l(1)=1$. The direction $\mathcal R^{-1}\hat z$ makes the angle $\beta$ with $\hat z$. Hence $d^l_{00}(\beta)=P_l(\cos\beta)$. The matrices $d^l$ follow from the commutation rules alone, so this holds for any multiplet of angular momentum $l$, coupled or not.

The expectation value of $\mathcal R$ in $|l_10\rangle|l_20\rangle=\sum_l \langle l_10\,l_20|l0\rangle\,|l0\rangle$ can be taken in two ways. Acting on the factors it is $P_{l_1}P_{l_2}$. Acting on the coupled states, where it does not change $l$, it is $\sum_l\langle l_10\,l_20|l0\rangle^2P_l$. Multiplying by $\tfrac12P_{l_3}$, integrating, and using $\tfrac12\int P_lP_{l'}\,dx=\delta_{ll'}/(2l+1)$ gives

$$I(l_1,l_2,l_3)=\frac{\langle l_10\,l_20|l_30\rangle^2}{2l_3+1}=W .$$

For an odd sum the integrand is odd in $x$, which gives $W=0$ once more.

## Closed form

The generating function $G=(1-2xt+t^2)^{-1/2}=\sum_nP_nt^n$ obeys $(1-2xt+t^2)\,\partial_tG=(x-t)G$. The coefficient of $t^n$ reads $(n+1)P_{n+1}-2nxP_n+(n-1)P_{n-1}=xP_n-P_{n-1}$, that is $(2n+1)xP_n=(n+1)P_{n+1}+nP_{n-1}$. In $\tfrac12\int xP_pP_qP_r\,dx$ the factor $x$ may be joined to $P_p$ or to $P_q$, so

$$\frac{(p+1)I(p{+}1,q,r)+p\,I(p{-}1,q,r)}{2p+1}=\frac{(q+1)I(p,q{+}1,r)+q\,I(p,q{-}1,r)}{2q+1}.$$

This expresses $I$ with first index $p+1$ through values with first index $p$ and $p-1$, the latter with coefficient zero when $p=0$. Together with $I(0,q,r)=\delta_{qr}/(2q+1)$ it fixes $I$ by induction on $p$. Any expression with the same start and the same recurrence equals $I$. The candidate, for $l_1+l_2+l_3=2g$, is

$$J(l_1,l_2,l_3)=B(g-l_1)\,B(g-l_2)\,B(g-l_3)\,T(g),\qquad T(g)=\frac{1}{(2g+1)B(g)},$$

with $B(n)=(2n)!/(n!)^2$, $B(n)=0$ for $n<0$, and $J=0$ for odd sums.

For $l_1=0$ the arguments $g-q=(r-q)/2$ and $g-r=(q-r)/2$ are both non-negative only when $q=r=g$, and then $J=B(q)T(q)=1/(2q+1)$. The start is right.

If $p+q+r$ is even, all four terms of the recurrence have odd sums and vanish. Otherwise put $p+1+q+r=2g$, with $g\ge1$, and $a=g-p$, $b=g-q$, $c=g-r$, so that $a+b+c=3g-(2g-1)=g+1$. The terms with a raised index have half-sum $g$ and those with a lowered index have half-sum $g-1$:

$$J(p{+}1,q,r)=B(a{-}1)B(b)B(c)T(g),\qquad J(p{-}1,q,r)=B(a)B(b{-}1)B(c{-}1)T(g{-}1),$$

and the two terms on the right follow by exchanging $a\leftrightarrow b$. If one of $a,b,c$ is negative, all four vanish. If none is, divide by $B(a)B(b)B(c)T(g)$. From $B(n)/B(n-1)=2n(2n-1)/n^2$ one has $B(n-1)/B(n)=n/[2(2n-1)]$, which also gives the required zero at $n=0$, and

$$\frac{T(g-1)}{T(g)}=\frac{2g+1}{2g-1}\cdot\frac{2(2g-1)}{g}=\frac{2(2g+1)}{g}.$$

Introduce the odd, hence non-zero, integers $u=2a-1$, $v=2b-1$, $w=2c-1$ and $\sigma=u+v+w=2g-1$. Then $B(a-1)/B(a)=(u+1)/(4u)$ and likewise for $v,w$; $T(g-1)/T(g)=4(\sigma+2)/(\sigma+1)$; and $p=g-a=b+c-1=(v+w)/2$. The divided left side is

$$\frac{1}{v+w+1}\left[\frac{v+w+2}{2}\,\frac{u+1}{4u}+\frac{v+w}{2}\,\frac{4(\sigma+2)}{\sigma+1}\,\frac{(v+1)(w+1)}{16vw}\right].$$

The right side is the same with $u\leftrightarrow v$. Multiplying by the symmetric factor $8uvw(\sigma+1)$ turns the left side into $H=N/\mu$, where $\mu=v+w+1$. With $(v+1)(w+1)=vw+\mu$, $\sigma+1=u+\mu$ and $\sigma+2=u+\mu+1$,

$$N=(\mu+1)(u+1)(u+\mu)\,vw+(\mu-1)\,u\,(u+\mu+1)(vw+\mu).$$

To collect the coefficient of $vw$, set $X=(u+1)(u+\mu)=u^2+u\mu+u+\mu$ and $Y=u(u+\mu+1)=u^2+u\mu+u$. Then $X-Y=\mu$ and $X+Y=2Y+\mu$, so the coefficient is $(\mu+1)X+(\mu-1)Y=\mu(X+Y)+(X-Y)=\mu\,(2Y+\mu+1)$. The rest of $N$ is $\mu(\mu-1)Y$. Dividing by $\mu$ and using $Y=u(\sigma+2)$, $\mu+1=\sigma+2-u$, $\mu-1=v+w$,

$$H=vw\,[2u(\sigma+2)+\sigma+2-u]+u(v+w)(\sigma+2)=(\sigma+2)(2uvw+uv+vw+wu)-uvw .$$

This is symmetric in $u$ and $v$, so the recurrence holds and $W=I=J$.

## The exact ratio

Repeated use of $\Gamma(z+1)=z\Gamma(z)$ from $\Gamma(\tfrac12)=\sqrt\pi$ gives $\Gamma(n+\tfrac12)=\sqrt\pi\,(2n-1)!!/2^n$, and $(2n-1)!!=(2n)!/(2^nn!)$. Hence

$$B(n)=\frac{4^n\,\Gamma(n+\frac12)}{\sqrt\pi\,\Gamma(n+1)},\qquad T(g)=\frac{\sqrt\pi\,\Gamma(g+1)}{4^g\,2(g+\frac12)\Gamma(g+\frac12)}=\frac{\sqrt\pi\,\Gamma(g+1)}{2\cdot4^g\,\Gamma(g+\frac32)} .$$

The geometry enters through the semi-perimeter $s=\tfrac12(L_1+L_2+L_3)=g+\tfrac34$ and the differences $x_i=s-L_i=g-l_i+\tfrac14$, with $x_1+x_2+x_3=s$. Heron's formula gives $A=\sqrt{s\,x_1x_2x_3}$. Define

$$F(x)=\sqrt x\;\frac{\Gamma(x+\frac14)}{\Gamma(x+\frac34)} .$$

For $n=g-l_i$ the arguments are $n+\tfrac12=x_i+\tfrac14$ and $n+1=x_i+\tfrac34$, so $B(g-l_i)=4^{g-l_i}F(x_i)/\sqrt{\pi x_i}$. For $T$ they are $g+1=s+\tfrac14$ and $g+\tfrac32=s+\tfrac34$, so $T(g)=4^{-g}\sqrt\pi\,F(s)/(2\sqrt s)$. The powers of 4 cancel because $\sum_i(g-l_i)=g$, and the constants combine to $\pi^{-3/2}\cdot\sqrt\pi/2=1/(2\pi)$:

$$W=\frac{1}{2\pi A}\,F(s)F(x_1)F(x_2)F(x_3),\qquad R=F(s)F(x_1)F(x_2)F(x_3).$$

No approximation has been made, and the error of the rough formula is now a property of one function.

## Bounds on $F$

For all $x>0$,

$$-\ln F(x)=h(x),\qquad h(x)=\frac12\int_0^\infty e^{-xt}\left[1-\operatorname{sech}\frac t4\right]\frac{dt}{t}.$$

The proof shows that the two sides change by the same amount under $x\to x+1$ and that both vanish at infinity. From $\Gamma(z+1)=z\Gamma(z)$,

$$\ln F(x+1)-\ln F(x)=\tfrac12\ln\frac{x+1}{x}-\ln\frac{x+\frac34}{x+\frac14}.$$

For $h$, the difference $h(x)-h(x+1)$ has the extra factor $1-e^{-t}$ under the integral. Since $1-e^{-t}=(1-e^{-t/2})(1+e^{-t/2})$ and $\operatorname{sech}(t/4)=2e^{-t/4}/(1+e^{-t/2})$, the product $(1-e^{-t})\operatorname{sech}(t/4)$ equals $2(e^{-t/4}-e^{-3t/4})$. The Frullani integral $\int_0^\infty(e^{-\alpha t}-e^{-\beta t})\,dt/t=\int_\alpha^\beta dz\int_0^\infty e^{-zt}dt=\ln(\beta/\alpha)$, applied to both parts, gives $h(x)-h(x+1)=\tfrac12\ln\frac{x+1}{x}-\ln\frac{x+3/4}{x+1/4}$, the same expression. So $h+\ln F$ has period 1.

The Cauchy–Schwarz inequality applied to Euler's integral, with $t^{y-1/2}e^{-t}$ split as $(t^{y-1}e^{-t})^{1/2}(t^{y}e^{-t})^{1/2}$, gives $\Gamma(y+\tfrac12)^2\le\Gamma(y)\Gamma(y+1)=y\,\Gamma(y)^2$. The same inequality at $y+\tfrac12$ gives $y^2\Gamma(y)^2\le(y+\tfrac12)\Gamma(y+\tfrac12)^2$. With $y=x+\tfrac14$ these read $\sqrt{x/y}\le F(x)\le\sqrt{x(y+\tfrac12)}/y$, and both ends tend to 1. The upper bound on $h$ found next shows $h\to0$. A periodic function that tends to zero is zero, which proves the formula.

The bracket in $h$ is positive and $e^{-xt}$ decreases with $x$, so $F<1$ and $F$ increases monotonically towards 1. For the rate, two inequalities are needed:

$$\frac{y^2}{2}-\frac{5y^4}{24}\le1-\operatorname{sech}y\le\frac{y^2}{2}.$$

The right one is $\cosh y\,(1-y^2/2)\le1$. In the power series of this product the constant term is 1 and the coefficient of $y^{2k}$, $k\ge1$, is $\big[\tfrac{1}{2k(2k-1)}-\tfrac12\big]/(2k-2)!\le0$. The left one is $\cosh y\,(1-y^2/2+5y^4/24)\ge1$. The coefficient of $y^2$ is $\tfrac12-\tfrac12=0$, that of $y^4$ is $\tfrac1{24}-\tfrac14+\tfrac5{24}=0$, and for $k\ge3$ the coefficient times $(2k-2)!$ is $\tfrac1{2k(2k-1)}-\tfrac12+\tfrac5{24}(2k-2)(2k-3)>-\tfrac12+\tfrac52>0$. With $y=t/4$, $\int_0^\infty te^{-xt}dt=1/x^2$ and $\int_0^\infty t^3e^{-xt}dt=6/x^4$, the numerical factors are $\tfrac12\cdot\tfrac12\cdot\tfrac1{16}=\tfrac1{64}$ and $\tfrac12\cdot\tfrac5{24}\cdot\tfrac{6}{256}=\tfrac5{2048}$, so

$$\frac1{64x^2}-\frac5{2048x^4}\le-\ln F(x)\le\frac1{64x^2}.$$

Adding the four factors, with $S_n=s^{-n}+\sum_ix_i^{-n}$,

$$\frac{S_2}{64}-\frac{5S_4}{2048}\le-\ln R\le\frac{S_2}{64},\qquad \frac{e^{-S_2/64}}{2\pi A}\le W<\frac1{2\pi A}.$$

These hold for every even triple. The quantity $1-R$ is the error relative to the estimate $1/(2\pi A)$, and $1-R\le-\ln R$ because $e^{-z}\ge1-z$. When all $x_i$ are large, $1-R=S_2/64$ up to terms of order $x_{\min}^{-4}$, where $x_{\min}=\min_ix_i$.

## When the limit holds and when it fails

Since $s>x_{\min}$, one has $S_2<4/x_{\min}^2$ and $1-R<1/(16x_{\min}^2)$, so $R\to1$ when $x_{\min}\to\infty$. Conversely $R<F(x_{\min})$, so if $x_{\min}$ stays below some $X$ then $R<F(X)<1$ however large the $l_i$ are. The correct statement is that $R\to1$ if and only if all three $x_i=\tfrac12(l_j+l_k-l_i)+\tfrac14$ grow without bound. Since $2x_3=L_1+L_2-L_3$ is the distance of $L_3$ from the upper classical turning point, and the smaller of $2x_1$ and $2x_2$ is its distance from the lower one, the condition is that $L_3$ lies far from both turning points, measured in units of $\hbar$. This is more than the two requirements of the rough argument. For $l_3=2$ and $l_1=l_2\to\infty$ the density is flat and the interval from $1.5$ to $3.5$ lies inside the classical range, yet $R\to F(\tfrac54)^2=5\pi/16=0.981748$.

In the stretched case $l_3=l_1+l_2$ one has $g=l_3$, $x_3=\tfrac14$, $x_1=l_2+\tfrac14$, $x_2=l_1+\tfrac14$. With $F(\tfrac14)=\tfrac12\Gamma(\tfrac12)/\Gamma(1)=\sqrt\pi/2$, the ratio tends to $0.886227$ for large $l_1,l_2$; for $(100,100,200)$ it is $0.886224$. One, two and three allowed steps in from the edge the limiting ratios are $F(\tfrac54)=0.990832$, $F(\tfrac94)=0.997005$ and $F(\tfrac{13}4)=0.998543$, so at this edge, where $x_1$, $x_2$ and $s$ all grow, a limiting error above one per cent is confined to the outermost state. If $l_3$ stays fixed while $l_1,l_2$ grow, then $x_1+x_2=L_3$ keeps two factors away from 1. For $(l,l,0)$ both equal $F(\tfrac14)$ and $R\to\pi/4=0.785398$; for $l=100$ the ratio is $0.785396$. The smallest possible arguments are $s=\tfrac34$ and $x_i=\tfrac14$, all reached at $(0,0,0)$. With $F(\tfrac34)=(\sqrt3/2)/\Gamma(\tfrac32)=\sqrt{3/\pi}$, monotonicity gives $R\ge\sqrt{3/\pi}\,\pi^{3/2}/8=\pi\sqrt3/8=0.680175$ for every even triple.

The exact form also settles the choice of lengths. If all sides are changed by $\delta$, then $s$ changes by $3\delta/2$ and each $x_i$ by $\delta/2$, so to first order in $\delta/x_{\min}$ the logarithm of the area changes by $\tfrac\delta4\,(3/s+\sum_i1/x_i)$. The bracket is positive, and $-\ln R$ has no term of first order in $1/x_i$. Among uniform shifts of the sides, $l+\tfrac12$ is therefore the only one free of a first-order error.

The equilateral case $(l,l,l)$, with $l$ even, shows both rates. There $s=3L/2$ and $x_i=L/2$, so $S_2=\tfrac{4}{9L^2}+\tfrac{12}{L^2}=\tfrac{112}{9L^2}$ and $1-R\approx7/(36L^2)$ at leading order. With sides $l$ the area is smaller by $(l/L)^2$, the ratio becomes $R_0=R\,(1+\tfrac1{2l})^{-2}$, and $1-R_0\approx1/l$.

| $l$ | $1-R$ | $(1-R)L^2$ | $(1-R_0)\,l$ |
|---|---|---|---|
| 2 | $2.83\times10^{-2}$ | 0.1770 | 0.756 |
| 10 | $1.75\times10^{-3}$ | 0.1932 | 0.946 |
| 40 | $1.18\times10^{-4}$ | 0.19436 | 0.986 |
| 160 | $7.55\times10^{-6}$ | 0.19444 | 0.9965 |

The third column approaches $7/36=0.194444$ from below, as $1-R\le S_2/64$ requires.

## Comparison for the rotor

With $\sqrt{(2j+1)(2j'+1)}=2\sqrt{L_jL_{j'}}$ the coupling and its estimate are

$$\langle j'0|VP_\lambda|j0\rangle=2V\sqrt{L_jL_{j'}}\;W\approx\frac{V\sqrt{L_jL_{j'}}}{\pi A}.$$

Take the round model values $V=0.010$ eV, $\lambda=10$, $j=20$. They describe no particular molecule, and the extra digits below serve only to resolve the error of the estimate.

For $j'=24$ the sides are $20.5$, $10.5$, $24.5$, and $g=27$. Then $s=27.75$, $x_1=27.75-20.5=7.25$, $x_2=17.25$, $x_3=3.25$, and $A=\sqrt{27.75\times7.25\times17.25\times3.25}=106.203$. The estimate is $1/(2\pi\times106.203)=1.49859\times10^{-3}$ and the exact value is $W=1.49586\times10^{-3}$. The four factors multiply to

$$R=0.9999797\times0.9997037\times0.9999475\times0.9985427=0.998174,$$

so the exact value lies below the estimate by $1.826\times10^{-3}$ of the estimate, and most of this comes from the smallest difference $x_3$. The sums are $S_2=27.75^{-2}+7.25^{-2}+17.25^{-2}+3.25^{-2}=0.118359$ and $S_4=0.009338$. The upper bound on $-\ln R$ is $0.118359/64=1.84936\times10^{-3}$, the lower bound after subtracting $5\times0.009338/2048$ is $1.82656\times10^{-3}$, and the true value $1.82753\times10^{-3}$ lies between them. The corrected value $e^{-S_2/64}/(2\pi A)=1.49582\times10^{-3}$, a lower bound on $W$, falls just under the exact $1.49586\times10^{-3}$. With $\sqrt{20.5\times24.5}=22.41093$, the estimated coupling is $0.010\times22.41093/(\pi\times106.203)=6.717\times10^{-4}$ eV, and the exact one is $2\times0.010\times22.41093\times1.49586\times10^{-3}=6.705\times10^{-4}$ eV.

For the stretched state $j'=30$ one finds $s=30.75$, $x_i=10.25,\ 20.25,\ 0.25$ and $A=39.9454$. The estimate $3.9843\times10^{-3}$ exceeds $W=3.5303\times10^{-3}$, with $R=0.886047$ and $1-R=0.114$; the couplings are $1.993\times10^{-3}$ eV estimated and $1.765\times10^{-3}$ eV exact. The expansion in $1/x$ is of little use at $x_3=\tfrac14$. The lower bound on $-\ln R$ is negative, $-0.375$, the upper bound $0.250$ is about twice the true $0.121$, and the corrected value $3.1024\times10^{-3}$ undershoots $W$ by about as much as the plain estimate overshoots it. The remedy is to keep the one factor $F(\tfrac14)=0.886227$ exactly, since the other three are each at least $0.99985$.

Across the allowed $j'=10,12,\dots,30$ the error follows $x_{\min}$: $1-R$ is $0.114$ at both ends, $9.5\times10^{-3}$ and $9.4\times10^{-3}$ at $j'=12$ and $28$, and smallest, $1.22\times10^{-3}$, at $j'=20$, where $x_{\min}=5.25$ is largest. The exact probabilities $(2j'+1)W$ sum to 1, while the estimates sum to $1.0468$. The two end states supply $21\times(6.8174-6.0397)\times10^{-3}+61\times(3.9843-3.5303)\times10^{-3}\approx0.044$ of this excess.

The classical model can be compared directly. Counting uniformly spaced angles $\varphi$ gives the density $0.03671$ per unit $\hbar$ at $L_3=24.5$, against $L_3/(2\pi A)=0.03672$. The quantum probability of $j'=24$ is $0.07330$ and twice the density is $0.07343$. The classical probability of the whole interval of width 2 around $24.5$ is $0.07364$, farther from the quantum value than the midpoint rule. In this case, then, a more careful classical binning moves the number in the wrong direction, and the correction $S_2/64$ is not obtained from it.

The numerical check finds exact agreement of the closed form with the Racah sum for all 650 even triples with $l_1\le l_2\le l_3\le22$, and confirms the product formula and both bounds on $-\ln R$ for them; it also compares the Racah sum with Legendre quadrature and with diagonalization of the total $L^2$ for three pairs $(l_1,l_2)$, and the integral $h(x)$ with $-\ln F(x)$ at four arguments.

## Table of computed values

```
even triples scanned (l <= 22): 650; smallest R = 0.680175 at (0, 0, 0)
F(1/4), F(5/4), F(9/4), F(13/4) = 0.886227, 0.990832, 0.997005, 0.998543
R(100,100,200) = 0.886224; sqrt(pi)/2 = 0.886227
R(100,100,0) = 0.785396; pi/4 = 0.785398
equilateral (l,l,l), all dimensionless; 7/36 = 0.194444
l, W, 1/(2piA), 1-R, (1-R)L^2, 1-R with sides l, that times l
   2 5.714286e-02 5.880842e-02 2.8322e-02 0.177011 3.7813e-01 0.7563
  10 3.327967e-03 3.333810e-03 1.7526e-03 0.193227 9.4560e-02 0.9456
  20 8.742006e-04 8.746046e-04 4.6192e-04 0.194121 4.8625e-02 0.9725
  40 2.240567e-04 2.240833e-04 1.1849e-04 0.194361 2.4655e-02 0.9862
  80 5.671719e-05 5.671889e-05 3.0002e-05 0.194423 1.2413e-02 0.9931
 160 1.426810e-05 1.426821e-05 7.5480e-06 0.194439 6.2283e-03 0.9965
model rotor: V = 0.010 eV, lambda = 10, j = 20
--- j' = 24: sides 20.5, 10.5, 24.5; g = 27
s, x1, x2, x3 = 27.75, 7.25, 17.25, 3.25; A = 106.2030
F(s), F(x1), F(x2), F(x3) = 0.9999797, 0.9997037, 0.9999475, 0.9985427
W exact = 1.4958558e-03; 1/(2piA) = 1.4985920e-03; improved = 1.4958231e-03
R = 0.9981741; 1-R = 1.82586e-03; -ln R = 1.82753e-03
S2 = 0.118359; S4 = 0.009338
bounds on -ln R: 1.82656e-03 to 1.84936e-03
sqrt(L_j L_j') = 22.41093
matrix element: exact 6.704705e-04 eV; estimate 6.716969e-04 eV
--- j' = 30: sides 20.5, 10.5, 30.5; g = 30
s, x1, x2, x3 = 30.75, 10.25, 20.25, 0.25; A = 39.9454
F(s), F(x1), F(x2), F(x3) = 0.9999835, 0.9998515, 0.9999619, 0.8862269
W exact = 3.5302857e-03; 1/(2piA) = 3.9843100e-03; improved = 3.1023528e-03
R = 0.8860469; 1-R = 1.13953e-01; -ln R = 1.20985e-01
S2 = 16.013014; S4 = 256.000098
bounds on -ln R: -3.74797e-01 to 2.50203e-01
sqrt(L_j L_j') = 25.00500
matrix element: exact 1.765496e-03 eV; estimate 1.992553e-03 eV
j', min x_i, W, 1/(2piA), 1-R, S2/64 (dimensionless)
 10 0.25 6.039728e-03 6.817375e-03 1.1407e-01 2.5033e-01
 12 1.25 2.963748e-03 2.992184e-03 9.5036e-03 1.0339e-02
 14 2.25 2.205377e-03 2.212805e-03 3.3568e-03 3.4503e-03
 16 3.25 1.844833e-03 1.848288e-03 1.8696e-03 1.8933e-03
 18 4.25 1.642104e-03 1.644336e-03 1.3577e-03 1.3675e-03
 20 5.25 1.527947e-03 1.529809e-03 1.2174e-03 1.2245e-03
 22 4.25 1.479164e-03 1.481143e-03 1.3363e-03 1.3461e-03
 24 3.25 1.495856e-03 1.498592e-03 1.8259e-03 1.8494e-03
 26 2.25 1.607389e-03 1.612692e-03 3.2886e-03 3.3818e-03
 28 1.25 1.937449e-03 1.955849e-03 9.4080e-03 1.0242e-02
 30 0.25 3.530286e-03 3.984310e-03 1.1395e-01 2.5020e-01
sum (2j'+1) W: exact 1.000000; estimate 1.046778
classical density at L3 = 24.5: counted 0.03671; L3/(2piA) = 0.03672 per hbar
probability of j'=24: quantum 0.07330; 2*density 0.07343; bin of width 2 0.07364
```
